# Why afterglow escape suppresses dust in pulsed silane plasmas

## What the answer can depend on

Dust in a silane plasma starts from negative clusters. An anion adds silane molecules one after another, and after some number \(G\) of additions it is large enough to count as dust. Pulsing the power can interrupt this history by letting the cluster reach a wall.

Dimensional analysis fixes the form of the competition. Diffusion across a plane gap \(L\) supplies the length \(\Lambda=L/\pi\) and the diffusion coefficients \(D\), so any transport time must be \(\Lambda^2/D\) times a function of pure numbers. In a quasi-neutral plasma without recombination, the transport equations are unchanged when all charged densities are multiplied by one factor. Those pure numbers can therefore contain density ratios, but no absolute density. Growth supplies a second time, \(G/\nu\), where \(\nu=k_pN\) is the rate of one addition, \(k_p\) its rate coefficient and \(N\) the silane density.

At fixed temperature \(D\propto1/N\), so the ratio of growth time to escape time scales as

\[
\frac{G/\nu}{\Lambda^2/D}\propto\frac{G}{k_pN^2L^2}.
\]

Low pressure and a narrow gap favour escape. What remains is to find when escape is possible and how often a growing cluster is exposed to it.

## The trap while the power is on

A floating wall charges negatively until the electron and ion fluxes are equal. For electron temperature \(T_e\) in energy units, ion mass \(M\), electron mass \(m_e\) and sheath-edge density \(n_s\),

\[
n_s\sqrt{\frac{T_e}{M}}=\frac{n_s}{4}\sqrt{\frac{8T_e}{\pi m_e}}\,e^{-V/T_e}
\quad\Rightarrow\quad
V=\frac{T_e}{2}\ln\frac{M}{2\pi m_e},
\]

where \(V\) is the barrier energy for a singly charged anion. With \(T_e=2\) eV and \(M=31\) atomic mass units, \(V=9.1\) eV. At a gas temperature of 400 K the anion thermal energy is 0.0345 eV, so the barrier is about 264 times larger. Thermal escape is negligible during power-on.

## How the trap opens

After switch-off, assume that the electrons have cooled to the gas temperature, that the plasma is quasi-neutral with no net current, and that all densities start in the fundamental diffusion profile:

\[
n_s(x,t)=N_s(t)c(x),\qquad c''=-c/\Lambda^2,\qquad N_+=N_-+N_e .
\]

The labels \(+\), \(-\) and \(e\) mean cations, anions and electrons. With \(\theta=k_BT/e\), the Einstein relation gives each mobility as \(K_s=D_s/\theta\). Write the field as \(E=\theta\varepsilon\,c'/c\), with \(\varepsilon(t)\) to be found. The fluxes are

\[
\Gamma_+=K_+n_+E-D_+n_+'=-(1-\varepsilon)D_+N_+c',
\]
\[
\Gamma_j=-K_jn_jE-D_jn_j'=-(1+\varepsilon)D_jN_jc',\qquad j=-,e .
\]

Zero current, \(\Gamma_+=\Gamma_-+\Gamma_e\), fixes

\[
\varepsilon=\frac{D_+N_+-D_-N_--D_eN_e}{D_+N_++D_-N_-+D_eN_e}.
\]

This does not depend on \(x\), so the profile keeps its shape. Inserting the fluxes in \(\partial_tn_s=-\Gamma_s'\) and using \(c''=-c/\Lambda^2\) gives

\[
\frac{d\ln N_+}{dt}=-\frac{(1-\varepsilon)D_+}{\Lambda^2},\qquad
\frac{d\ln N_j}{dt}=-\frac{(1+\varepsilon)D_j}{\Lambda^2}.
\]

While electrons dominate the conductivity, \(\varepsilon\approx-1\): the field holds the anions back and doubles the cation loss rate.

The field can now be eliminated. Let \(y=N_-/N_{-0}\), where subscript 0 marks switch-off. Dividing the electron and anion equations by their diffusion coefficients makes their right sides equal, hence

\[
\frac{N_e}{N_{e0}}=y^{D_e/D_-}.
\]

Dividing the cation and anion equations by \(D_+\) and \(D_-\) and adding them cancels \(\varepsilon\):

\[
\frac{d}{dt}\left[\frac{\ln N_+}{D_+}+\frac{\ln N_-}{D_-}\right]=-\frac{2}{\Lambda^2}.
\]

Integration gives

\[
t=\frac{\Lambda^2}{2}\left[\frac{1}{D_+}\ln\frac{N_{+0}}{N_+}
+\frac{1}{D_-}\ln\frac1y\right],\quad
N_+=N_{-0}y+N_{e0}y^{D_e/D_-}.
\]

For \(D_e\gg D_-\) there are two stages. In the first, \(y\) stays near one while \(y^{D_e/D_-}\) falls from one to nearly zero. The cation density then falls from \(N_{-0}+N_{e0}\) to \(N_{-0}\), which takes

\[
t_d=\frac{\Lambda^2}{2D_+}\ln\left(1+\frac{N_{e0}}{N_{-0}}\right).
\]

In the second stage the electrons are gone and \(N_+=N_{-0}y\). The general law becomes

\[
t=t_d+\frac{\Lambda^2}{2}\left(\frac1{D_+}+\frac1{D_-}\right)\ln\frac1y,
\]

so that

\[
y=e^{-(t-t_d)/\tau},\qquad
\tau=\frac{\Lambda^2}{D_{ii}},\qquad
D_{ii}=\frac{2D_+D_-}{D_++D_-}.
\]

Switching off the power therefore does not release the anions at once. The trap opens when the electrons are nearly exhausted.

## Growth against repeated escape

Adding silane to an anion requires no free electron, so growth continues in the afterglow. If the trap stayed shut, pulsing would not change the chance that a given anion becomes dust in this model. Suppression comes from the added loss.

Let neutralization by cations remove clusters at a constant rate \(q\), and count neutralized clusters as lost. Take \(\nu\) independent of size. Without pulsing, the probability of completing all additions at age \(t\), per unit time, is

\[
\frac{\nu^Gt^{G-1}}{(G-1)!}e^{-(\nu+q)t}
=\left(\frac{\nu}{\kappa}\right)^G p(t),
\]
\[
p(t)=\frac{\kappa^Gt^{G-1}e^{-\kappa t}}{(G-1)!},\qquad \kappa=\nu+q.
\]

Since \(p\) is normalized, a fraction \((\nu/\kappa)^G\) succeeds, with mean growth time \(t_g=G/\kappa\).

Now pulse the power, with anions born uniformly during \(T_{on}\). Assume that every afterglow starts with the same density ratio and profile, that clusters share the anion diffusion coefficient, and that trapping resumes when power returns. Escape multiplies survival by \(e^{-A}\), where \(A\) grows at rate \(1/\tau\) while the trap is open. The suppression factor \(R\), the pulsed success fraction divided by the continuous one, is the average of \(e^{-A}\) over birth phase and \(p(t)\).

For \(T_{off}>t_d\) and period \(T=T_{on}+T_{off}\), the mean escape rate is

\[
\ell=\frac{T_{off}-t_d}{\tau T}.
\]

For birth phase \(b\), write \(A=\ell t+\phi(b+t)-\phi(b)\). The periodic part \(\phi\) falls linearly from 0 to \(-h\) while the trap is shut, with \(h=\ell(T_{on}+t_d)\), and returns linearly to 0 while it is open. If arrival times spread over all phases, the three averages separate:

\[
\int_0^\infty p(t)e^{-\ell t}dt=\left(1+\frac{\ell}{\kappa}\right)^{-G},
\]
\[
C_b=\langle e^{\phi(b)}\rangle=\frac{1-e^{-a}}a,\qquad
C_e=\langle e^{-\phi}\rangle=\frac{e^h-1}{h},\qquad a=\ell T_{on}.
\]

Thus

\[
R\simeq C_bC_e\left(1+\frac{\ell}{\kappa}\right)^{-G}.
\]

The separation needs a small phase memory. The weight \(p(t)e^{-\ell t}\) is a growth-time distribution with rate \(\kappa+\ell\), and the relative size of its first harmonic at the pulse frequency is \([1+(2\pi/T(\kappa+\ell))^2]^{-G/2}\).

The opposite limit has \(T_{on}>t_g\) and an off-time long enough to empty the gap. Give every successful cluster the mean growth time \(t_g\). Clusters born more than \(t_g\) before switch-off finish under power. The others have a remaining growth time \(u\), uniform between 0 and \(t_g\). They survive if \(u<t_d\), and with probability \(e^{-(u-t_d)/\tau}\) otherwise. Neglecting \(e^{-(t_g-t_d)/\tau}\),

\[
R\simeq\frac{T_{on}-t_g+t_d+\tau}{T_{on}}
=1-\frac{t_g-t_d-\tau}{T_{on}}.
\]

Very long pulses fail because most clusters finish before any afterglow. Very short ones fail because \(T_{off}<t_d\) leaves the trap almost shut.

## A deposition plasma in numbers

Take rough typical values: 0.1 Torr of silane at 400 K, a 2 cm gap, \(N_{e0}=10^9\) cm⁻³ and \(N_{-0}=2\times10^9\) cm⁻³. Reduced mobilities of 1.2 and 1.0 cm²/Vs for cations and anions give \(D_+=460\), \(D_-=384\) and \(D_{ii}=418\) cm²/s. With \(\Lambda=0.637\) cm,

\[
t_d=\frac{0.637^2}{2(460)}\ln1.5\ \mathrm{s}=0.18\ \mathrm{ms},\qquad
\tau=\frac{0.637^2}{418}\ \mathrm{s}=0.97\ \mathrm{ms}.
\]

For an electron mobility 1000 times the anion mobility, the full afterglow law leaves 99.8% of the anions at 0.15 ms and 43% at 1 ms.

The silane density is \(2.41\times10^{15}\) cm⁻³. With \(k_p=10^{-12}\) cm³/s, \(\nu=2.41\) ms⁻¹. A neutralization coefficient of \(10^{-7}\) cm³/s and a cation density of \(3\times10^9\) cm⁻³ give \(q=0.30\) ms⁻¹. For \(G=40\), \(t_g=40/2.71=14.7\) ms.

With 1 ms on and 1 ms off, a cluster makes about 2.4 additions per on-time, and its growth spans about 7.4 periods. Then \(\ell=0.82/(0.97\times2)=0.42\) ms⁻¹, \(C_b=0.815\), \(C_e=1.297\), and

\[
R=0.815\times1.297\times3.00\times10^{-3}=3.2\times10^{-3}.
\]

In this simple model the chance of becoming dust falls about 300-fold, from \(9.2\times10^{-3}\) to \(2.9\times10^{-5}\) per anion. If the anion source during power-on is unchanged, the half duty halves the number of anions born per unit time. The 300-fold figure, however, holds the charged densities and \(q\) at the same values with and without pulsing. With an unchanged source the densities fall under pulsing, and most of this suppression is lost, as the last section shows.

Numerical averaging over birth phase and growth time gives this scan, with equal on- and off-times and a fixed density ratio at switch-off. The trap is taken as fully shut before \(t_d\); the slight leakage in the full afterglow law would lower the first entry to about 0.9.

| Period (ms) | \(R\) |
|---:|---:|
| 0.3 | 1.0 |
| 0.5 | 0.12 |
| 1 | 0.010 |
| 2 | 0.0032 |
| 4 | 0.0019 |
| 8 | 0.0020 |
| 16 | 0.0016 |
| 30 | 0.12 |
| 200 | 0.86 |

There is a broad floor: for periods from 2 to 16 ms, \(R\) stays between about 0.001 and 0.003. This level relies on the constant \(q\); letting neutralization decay with the afterglow densities lifts it to 0.006 to 0.009.

## How far the number can be trusted

These inputs suit a low-pressure silane deposition reactor, but \(k_p\), \(G\) and the charged densities are rough. The least secure assumption is that the charged densities, and with them the electron-to-anion ratio and \(q\), are the same with and without pulsing. Pulsing removes anions, which raises the ratio and lowers \(q\). At a ratio of 5 instead of 0.5, with the other inputs and the 1 ms on- and off-times held fixed, \(t_d\) becomes 0.79 ms and \(R\) rises to 0.22, so the suppression is less than fivefold. A longer off-time is then needed. Electrons detached from anions would also prolong trapping; that effect is not included.

Heavy clusters escape more slowly. If mobility varies as the inverse square root of the cluster-silane reduced mass, the largest cluster has 0.72 times the mobility of the smallest. This rule omits the growing collision cross-section, which would slow large clusters further and raise \(R\) above the value found next. With the afterglow field held fixed, each escape rate is proportional to the cluster's mobility. Solving the rate equations for all sizes then gives \(R=0.013\), a 76-fold suppression. Freezing growth in the afterglow while neutralization continues, with the original mobilities, would instead give \(R=8\times10^{-7}\). Continued growth therefore weakens the suppression greatly.

Two other approximations were sized by solving the drift-diffusion equations numerically for a 1 ms afterglow. Adding \(0.2\cos(3\pi x/L)\) to the anion profile \(\cos(\pi x/L)\), with \(x\) measured from midgap, raises the surviving fraction from 0.43 to 0.46. This is a mild distortion. Hot electrons during power-on can hold the anions in a much narrower core, which delays their escape and can raise \(R\) severalfold or more. The suppression factors given here therefore apply to starting profiles close to the fundamental one. Including neutralization with the evolving densities leaves 0.38, whereas the constant \(q\) leaves 0.32, so the model overstates neutralization in the afterglow. Repeated over the growth time, this correction raises \(R\) about threefold, to roughly 0.009. Combined with the slower heavy clusters above, it gives \(R\) near 0.04, a suppression of about 25-fold. These two values use midgap densities; averaging neutralization over the profile in all phases gives about 0.006 and 0.026.

Even these values keep the power-on densities fixed. Take instead the anion source that sustains \(2\times10^9\) cm⁻³ in the continuous plasma, hold the electron density at \(10^9\) cm⁻³ under power, and let the anion density follow the pulses. It then reaches only \(0.9\times10^9\) cm⁻³ at switch-off, the ratio is 1.1, \(t_d\) is 0.33 ms, and neutralization is weaker in both phases. The result is \(R\approx0.09\), an 11-fold suppression per anion, and \(R\approx0.3\), about threefold, with the slower heavy clusters. Part of what escape removes would have been neutralized anyway, so the 300-fold figure overstates what pulsing gains at a fixed source.

Rapid electron cooling is a safer assumption. For a vibrational quantum of 0.11 eV and a rough excitation coefficient of \(10^{-8}\) cm³/s, integrating the energy balance from 2 eV to 1.1 times the gas temperature gives about 2 μs, far below \(t_d\). Quasi-neutrality also holds in the bulk: the initial ion-ion Debye length is 0.02 mm in a 20 mm gap.

Numbers in the example were calculated in double precision.
